**Plane waves in a 1 nm cube at a 30 Ry cutoff**

The program tests the estimate N = Ω(2E)^{3/2}/(6π²), where Ω is the cell volume and E the wavefunction cutoff, both in atomic units. The formula gives 18725 plane waves for the cube. The program enumerates the vectors k+G with kinetic energies from SI constants and asserts that the count at Γ, and at each of 216 other k points, agrees with the formula within 2 percent. It asserts that the mean over those 216 points agrees within 0.05 percent, and that all these counts respect the rigorous bounds. The output shows 18805 plane waves at Γ and a grid mean of 18727.1. Further assertions cover the growth by 2^{3/2} when the cutoff is doubled and the doubling of the count when 1 nm of vacuum is added. The program also checks the momentum amplitude of the hydrogen 1s orbital by quadrature, and finds 0.26 eV of its kinetic energy above the cutoff.

## Numerical verification

```python
# Result under test: the number of plane waves at one k point is about
#     N = volume * (2 E)**1.5 / (6 pi**2)      (atomic units),
# which is about 18700 for a cube of side 1 nm and a cutoff of 30 Ry.
# volume: cell volume; E: wavefunction cutoff in hartree.
# A plane wave k+G is kept if its kinetic energy does not exceed E.
# The formula is checked against explicit enumeration of the vectors G,
# with kinetic energies evaluated from SI constants.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

bohr = sc.physical_constants["Bohr radius"][0] / sc.angstrom
hartree = sc.physical_constants["Hartree energy in eV"][0]
rydberg = sc.physical_constants["Rydberg constant times hc in eV"][0]
# hbar^2 / (2 m) in eV angstrom^2
kinetic_factor = sc.hbar**2 / (2 * sc.m_e) / sc.e / sc.angstrom**2


def estimate(sides, cutoff_ev):
    """Volume formula in atomic units; sides in angstrom."""
    volume = np.prod(np.array(sides) / bohr)
    return volume * (2 * cutoff_ev / hartree)**1.5 / (6 * np.pi**2)


def enumerate_waves(sides, cutoff_ev, k_fraction=(0.0, 0.0, 0.0)):
    """Count k+G below the cutoff; k in units of reciprocal vectors."""
    squares = []
    k_max = np.sqrt(cutoff_ev / kinetic_factor)
    for side, shift in zip(sides, k_fraction):
        top = int(np.ceil(k_max * side / (2 * np.pi))) + 1
        n = np.arange(-top, top + 1)
        squares.append((2 * np.pi * (n + shift) / side)**2)
    x2, y2, z2 = squares
    total = x2[:, None, None] + y2[None, :, None] + z2[None, None, :]
    return int(np.count_nonzero(kinetic_factor * total <= cutoff_ev))


side = 10.0
cube = (side, side, side)
cutoff = 30 * rydberg
number = estimate(cube, cutoff)
gamma_count = enumerate_waves(cube, cutoff)

# The claimed rounded value, and the direct count at Gamma.
assert round(number / 100) * 100 == 18700
# Two percent allows for whole shells of equal |G| entering together.
assert abs(gamma_count / number - 1) < 0.02

# Average over the Brillouin zone on a uniform midpoint grid.
divisions = 6
shifts = (np.arange(divisions) + 0.5) / divisions - 0.5
k_points = [(a, b, c) for a in shifts for b in shifts for c in shifts]
counts = np.array([enumerate_waves(cube, cutoff, k) for k in k_points])
# Tolerance: residual error of the finite k grid.
assert abs(counts.mean() / number - 1) < 5e-4
assert np.max(np.abs(counts / number - 1)) < 0.02

# Rigorous bounds from a unit cube around each integer point.
k_max_au = np.sqrt(2 * cutoff / hartree)
radius = k_max_au * (side / bohr) / (2 * np.pi)
lower = 4 * np.pi / 3 * (radius - np.sqrt(3) / 2)**3
upper = 4 * np.pi / 3 * (radius + np.sqrt(3) / 2)**3
assert lower <= min(counts.min(), gamma_count)
assert max(counts.max(), gamma_count) <= upper

# Doubled cutoff: also the result of reading Ry as hartree.
double_counts = np.array(
    [enumerate_waves(cube, 2 * cutoff, k) for k in k_points])
growth = double_counts.mean() / counts.mean()
assert abs(growth / 2**1.5 - 1) < 1e-3
assert abs(double_counts.mean() / estimate(cube, 2 * cutoff) - 1) < 5e-4

# Add 10 angstrom of vacuum along the surface normal.
slab = (side, side, 2 * side)
slab_count = enumerate_waves(slab, cutoff)
assert abs(slab_count / estimate(slab, cutoff) - 1) < 0.02
assert abs(slab_count / gamma_count - 2) < 0.04

# Practical form: N = coefficient * volume[A^3] * E[eV]^1.5
coefficient = kinetic_factor**-1.5 / (6 * np.pi**2)
practical = coefficient * side**3 * cutoff**1.5
assert abs(practical / counts.mean() - 1) < 5e-4

# Storage with complex double-precision numbers.
bytes_each = np.dtype(complex).itemsize
orbital_mb = bytes_each * gamma_count / 1e6
matrix_gb = bytes_each * gamma_count**2 / 1e9


# Hydrogen 1s in the bare Coulomb potential: weight above the cutoff.
def amplitude(k):
    return 2 * np.sqrt(2) / (np.pi * (1 + k * k)**2)


def norm_density(k):
    return 4 * np.pi * k**2 * amplitude(k)**2


def kinetic_density(k):
    return 0.5 * k**2 * norm_density(k)


for k_test in (0.7, k_max_au):
    radial = quad(lambda r: r * np.exp(-r) * np.sin(k_test * r),
                  0, 50, limit=400, epsabs=1e-12)[0]
    transform = 4 * np.pi * radial / k_test
    transform /= np.sqrt(np.pi) * (2 * np.pi)**1.5
    assert abs(transform / amplitude(k_test) - 1) < 1e-6
assert abs(quad(norm_density, 0, np.inf)[0] - 1) < 1e-7
assert abs(quad(kinetic_density, 0, np.inf)[0] - 0.5) < 1e-7
norm_above = quad(norm_density, k_max_au, np.inf, epsabs=1e-13)[0]
kinetic_above = hartree * quad(kinetic_density, k_max_au, np.inf)[0]
kinetic_above_double = hartree * quad(
    kinetic_density, np.sqrt(2) * k_max_au, np.inf)[0]
assert 0 < kinetic_above_double < kinetic_above

print(f"cell side: {side:.1f} angstrom")
print(f"cell side in atomic units: {side / bohr:.4f} bohr")
print(f"cell volume in atomic units: {(side / bohr)**3:.1f} bohr^3")
print(f"cutoff energy: {cutoff:.2f} eV")
print(f"cutoff in atomic units: {cutoff / hartree:.4f} hartree")
print(f"cutoff wavevector: {k_max_au:.4f} bohr^-1")
print(f"cutoff wavevector cubed: {k_max_au**3:.3f} bohr^-3")
print(f"six pi squared: {6 * np.pi**2:.4f} (no unit)")
print(f"sphere radius in lattice steps R: {radius:.4f} (no unit)")
print(f"estimate N from the volume formula: {number:.1f} plane waves")
print(f"direct count at Gamma: {gamma_count} plane waves")
print(f"Gamma count minus estimate: {gamma_count - number:.1f} waves")
print(f"same, relative: {100 * (gamma_count / number - 1):.3f} percent")
print(f"number of k points in the grid: {len(k_points)}")
print(f"mean count over k grid: {counts.mean():.2f} plane waves")
print(f"smallest count on k grid: {counts.min()} plane waves")
print(f"largest count on k grid: {counts.max()} plane waves")
print(f"rms spread on k grid: {counts.std():.1f} plane waves")
print(f"rigorous lower bound: {lower:.0f} plane waves")
print(f"rigorous upper bound: {upper:.0f} plane waves")
print(f"practical coefficient: {coefficient:.6f} A^-3 eV^-1.5")
print(f"estimate at doubled cutoff: {estimate(cube, 2*cutoff):.0f} waves")
print(f"mean count at doubled cutoff: {double_counts.mean():.1f} waves")
print(f"growth of mean count on doubling: {growth:.4f} (ratio)")
print(f"height with added vacuum: {slab[2]:.1f} angstrom")
print(f"estimate with added vacuum: {estimate(slab, cutoff):.0f} waves")
print(f"Gamma count with added vacuum: {slab_count} plane waves")
print(f"storage of one complex number: {bytes_each} bytes")
print(f"storage of one orbital: {orbital_mb:.3f} MB")
print(f"storage of dense Hamiltonian: {matrix_gb:.2f} GB")
print(f"H 1s norm above cutoff: {norm_above:.2e} (fraction)")
print(f"H 1s kinetic energy above cutoff: {kinetic_above:.3f} eV")
print(f"same at doubled cutoff: {kinetic_above_double:.3f} eV")
print("done: every assertion held")
```

Output:

```
cell side: 10.0 angstrom
cell side in atomic units: 18.8973 bohr
cell volume in atomic units: 6748.3 bohr^3
cutoff energy: 408.17 eV
cutoff in atomic units: 15.0000 hartree
cutoff wavevector: 5.4772 bohr^-1
cutoff wavevector cubed: 164.317 bohr^-3
six pi squared: 59.2176 (no unit)
sphere radius in lattice steps R: 16.4733 (no unit)
estimate N from the volume formula: 18725.2 plane waves
direct count at Gamma: 18805 plane waves
Gamma count minus estimate: 79.8 waves
same, relative: 0.426 percent
number of k points in the grid: 216
mean count over k grid: 18727.11 plane waves
smallest count on k grid: 18701 plane waves
largest count on k grid: 18772 plane waves
rms spread on k grid: 15.7 plane waves
rigorous lower bound: 15925 plane waves
rigorous upper bound: 21836 plane waves
practical coefficient: 0.002271 A^-3 eV^-1.5
estimate at doubled cutoff: 52963 waves
mean count at doubled cutoff: 52958.1 waves
growth of mean count on doubling: 2.8279 (ratio)
height with added vacuum: 20.0 angstrom
estimate with added vacuum: 37450 waves
Gamma count with added vacuum: 37557 plane waves
storage of one complex number: 16 bytes
storage of one orbital: 0.301 MB
storage of dense Hamiltonian: 5.66 GB
H 1s norm above cutoff: 3.76e-04 (fraction)
H 1s kinetic energy above cutoff: 0.260 eV
same at doubled cutoff: 0.096 eV
done: every assertion held
```
